\section*{Energy curvature in fractional occupation at frozen orbitals: Fock versus semilocal functionals}

\section{The decision: can this orbital energy be used?}

A calculation on an atom or molecule gives a highest occupied orbital energy $\varepsilon$. Before reading $-\varepsilon$ as an ionization energy, or choosing how much Fock exchange to put into a hybrid functional, one needs to know how the total energy $E(f)$ bends as the occupation $f$ of that orbital goes from 0 to 1.

The connection is short. Suppose that $dE/df=\varepsilon(f)$, as derived below, and that the curvature $C=d^2E/df^2$ is constant over the interval. Then $\varepsilon(f)=\varepsilon(1)-C(1-f)$, and
\begin{equation}
E(1)-E(0)=\int_0^1\varepsilon(f)\,df=\varepsilon(1)-\frac{C}{2}.
\label{eq:decision}
\end{equation}
The orbital energy differs from the energy difference of the same functional by $C/2$. A straight line, $C=0$, removes the discrepancy.

A straight line is also what the exact theory gives. A system with $N-1+f$ electrons on average is a statistical mixture of the ground states with $N-1$ and $N$ electrons, with weights $1-f$ and $f$, so its energy is linear in $f$. This mixture is the lowest one provided that the integer energies are convex in $N$, which is assumed here.

I use Hartree atomic units. Occupations are pure numbers, so $C$ is an energy. ``Frozen'' means that all orbitals, and all occupations except $f$, are held fixed. Orbitals are real and normalized.

\section{Simplest case: one orbital}

Take a single spin orbital with the hydrogenic density $\rho(r)=e^{-2r}/\pi$ and occupation $f$, so $n=f\rho$. Kinetic and nuclear energies are $f$ times a constant $h$. The Hartree energy is $f^2J/2$, with
\begin{equation}
J=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
The charge inside radius $r$ is $q(r)=1-e^{-2r}(1+2r+2r^2)$. A shell at $r$ feels the inner charge as $q(r)/r$. Counting the pairs with $r'<r$ and doubling gives
\begin{align}
J&=2\int_0^\infty 4\pi r^2\rho(r)\frac{q(r)}{r}\,dr
=8\int_0^\infty r e^{-2r}q(r)\,dr\nonumber\\
&=8\left[\frac14-\left(\frac1{16}+\frac1{16}+\frac3{64}\right)\right]=\frac58 .
\end{align}

\textbf{Fock exchange.} For one orbital it is $-f^2J/2$. The sum with the Hartree term is zero for every $f$, so $E=fh$ and $C=0$.

\textbf{Local exchange.} The local spin-density functional is defined by
\begin{equation}
E_x=-c\sum_\sigma\int n_\sigma^{4/3}\,d^3r,\qquad
c=\frac32\left(\frac{3}{4\pi}\right)^{1/3}.
\label{eq:lsda}
\end{equation}
Here it equals $-cAf^{4/3}$ with $A=\int\rho^{4/3}d^3r$. Since $\frac43\cdot\frac13=\frac49$,
\begin{equation}
C(f)=J-\frac{4cA}{9}f^{-2/3}=0.625-0.1191\,f^{-2/3}.
\label{eq:onesite}
\end{equation}
At $f=1$ this is $0.506$ Ha, positive as one might expect of a semilocal functional. It does not stay positive. The Hartree curvature is constant, while the exchange part diverges as $f\to0$. The sign changes at
\begin{equation}
f_0=\left(\frac{0.1191}{0.625}\right)^{3/2}=0.083,
\end{equation}
and at $f=0.0416$ the curvature is $-0.367$ Ha. The statement ``semilocal functionals have positive curvature'' therefore needs a condition.

\textbf{Spreading the orbital.} Small $f$ is not the only way to reach the negative region. Let one orbital be shared equally by $M$ identical sites at infinite separation. Each site carries the density $(f/M)\rho$, and interactions between sites vanish. Hence $E_M(f)=M E_1(f/M)$, and two derivatives give
\begin{equation}
C_M(f)=\frac1M C_1\!\left(\frac fM\right)
=\frac{0.625}{M}-\frac{0.1191}{M^{1/3}f^{2/3}} .
\label{eq:sites}
\end{equation}
At full occupation this is negative once $M>1/f_0\simeq12.02$. For 13 sites it is $-0.0026$ Ha; for 12 it is still barely positive, $0.00005$ Ha.

The limit $M\to\infty$ carries a warning: $C_M\to0$ although the functional has not improved. The energy of the spread electron tends to the correct value $h$, because both $J/(2M)$ and $cAM^{-1/3}$ vanish. An electron localized on one site has the energy $h+0.3125-0.2680=h+0.0445$ Ha, where $cA=\frac94(0.1191)$. The exact energies are equal. Small curvature of a spread-out orbital is thus no evidence of an accurate functional.

\section{Many electrons and a density functional}

Now let orbital $i$ of spin $\sigma$ have occupation $f$ among many others, and write $\rho_i=\phi_i^2$. The energy is
\begin{equation}
E=\sum_j f_j h_{jj}+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'+E_{xc}[n_\uparrow,n_\downarrow],
\end{equation}
where $h_{jj}$ is the expectation value of the kinetic energy plus the external potential. Since $n_\sigma=\sum_{j\in\sigma}f_j\rho_j$ and the orbitals are frozen,
\begin{equation}
\frac{\partial n_\sigma}{\partial f}=\rho_i,\qquad
\frac{\partial^2n_\sigma}{\partial f^2}=0 .
\label{eq:linear}
\end{equation}
The chain rule gives the first derivative,
\begin{equation}
\frac{\partial E}{\partial f}=h_{ii}+\int\rho_i(\mathbf r)\left[v_H(\mathbf r)+v_{xc}^{\sigma}(\mathbf r)\right]d^3r
=\langle\phi_i|h_{KS}|\phi_i\rangle ,
\label{eq:first}
\end{equation}
with $v_H(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ and $v_{xc}^\sigma=\delta E_{xc}/\delta n_\sigma$. The factor $\frac12$ of the Hartree energy is gone because either density in the product can vary. If the orbitals are self-consistent at the chosen $f$, the right side is $\varepsilon_i$.

Differentiate once more. The term $h_{ii}$ is constant, and $\rho_i$ is frozen. The potentials change through $n_\sigma$ alone, at the rate $\rho_i$:
\begin{equation}
C_i=\iint\rho_i(\mathbf r)\left[\frac1{|\mathbf r-\mathbf r'|}+f_{xc}^{\sigma\sigma}(\mathbf r,\mathbf r')\right]\rho_i(\mathbf r')\,d^3r\,d^3r'
\equiv J_{ii}+K_{xc},
\label{eq:main}
\end{equation}
where $f_{xc}^{\sigma\sigma}=\delta^2E_{xc}/\delta n_\sigma\delta n_\sigma$. This is the Hartree-exchange-correlation kernel element. It requires an explicit density functional that is twice differentiable along $\rho_i$. The same-spin kernel appears because one spin density changes.

For a generalized gradient approximation (GGA), $E_{xc}=\int e\,d^3r$, where $e$ depends on $n_\sigma$ and $\mathbf g=\nabla n_\sigma$, with the other spin held fixed. Along the path $n_\sigma+\delta\,\rho_i$ the gradient is $\mathbf g+\delta\,\nabla\rho_i$. The second derivative at $\delta=0$ is
\begin{equation}
K_{xc}=\int\Big[e_{nn}\rho_i^2+2\sum_a e_{n g_a}\rho_i\,\partial_a\rho_i+\sum_{ab}e_{g_ag_b}\,\partial_a\rho_i\,\partial_b\rho_i\Big]d^3r ,
\end{equation}
with subscripts on $e$ denoting partial derivatives.

\textbf{Limit.} Without gradient dependence the first term survives. For Eq.~\eqref{eq:lsda},
\begin{equation}
K_x=-\frac{4c}{9}\int\rho_i^2\,n_\sigma^{-2/3}\,d^3r .
\label{eq:kx}
\end{equation}
Setting $n_\sigma=f\rho_i$ gives $-(4cA/9)f^{-2/3}$ and recovers Eq.~\eqref{eq:onesite}.

\section{Fock exchange}

Fock exchange depends on the density matrix $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_{j\in\sigma}f_j\phi_j(\mathbf r)\phi_j(\mathbf r')$:
\begin{equation}
E_x^F=-\frac12\sum_\sigma\iint\frac{\gamma_\sigma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
It is not an explicit density functional, so its kernel element here means the second derivative along the change of the density matrix. That change is linear: $\partial\gamma_\sigma/\partial f=\phi_i(\mathbf r)\phi_i(\mathbf r')$. For linear $\gamma$, $\partial^2\gamma^2/\partial f^2=2(\partial\gamma/\partial f)^2$, and the 2 cancels the prefactor $\frac12$:
\begin{equation}
\frac{\partial^2E_x^F}{\partial f^2}
=-\iint\frac{\phi_i(\mathbf r)^2\phi_i(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-J_{ii}.
\label{eq:fock}
\end{equation}
The Hartree part contributes $+J_{ii}$. Therefore $C_i=0$ for full Fock exchange without correlation, for any frozen orbital and any other occupations. The orbitals need not come from a Hartree--Fock calculation.

The cancellation belongs to the diagonal. Changing two occupations of equal spin leaves
\begin{equation}
\frac{\partial^2E}{\partial f_i\partial f_j}=J_{ij}-K_{ij},\qquad
K_{ij}=\iint\frac{\phi_i(\mathbf r)\phi_j(\mathbf r)\phi_i(\mathbf r')\phi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\end{equation}
where $J_{ij}$ is the Coulomb repulsion of $\rho_i$ and $\rho_j$. An orbital does not repel itself, but different orbitals still interact. Setting $j=i$ makes $K_{ii}=J_{ii}$ and restores the zero.

\section{When is the semilocal curvature positive?}

Equation~\eqref{eq:main} gives the condition: $C_i>0$ if and only if $J_{ii}>-K_{xc}$. For local exchange there is a useful sufficient condition. With nonnegative occupations, $n_\sigma\ge f\rho_i$ everywhere. The power $-2/3$ reverses the inequality, so $n_\sigma^{-2/3}\le(f\rho_i)^{-2/3}$, and Eq.~\eqref{eq:kx} gives
\begin{equation}
|K_x|\le B\equiv\frac{4c}{9}f^{-2/3}\int\rho_i^{4/3}\,d^3r .
\label{eq:bound}
\end{equation}
If $B<J_{ii}$, the exchange-only curvature is positive. The other electrons of the same spin help: they raise $n_\sigma$ where the orbital lives and weaken the exchange kernel. Electrons of the opposite spin do not enter. Equality holds when orbital $i$ is the only occupied orbital of its spin, as in the first example. As $f\to0$ the bound diverges and decides nothing. It does not cover correlation or gradient corrections, whose kernel elements must be evaluated.

\section{A real atom: mercury}

Mercury has a nondegenerate 6s level outside a compact 5d shell, which allows two kinds of orbital to be compared in one density. I use a scalar-relativistic effective core potential for 60 electrons, the def2-TZVP basis and the PBE functional. The reference state has half an electron in the spin-down 6s orbital, midway between Hg$^+$ and Hg. The semilocal terms see the valence density without the core, so the values belong to this model. The fourth decimal also belongs to the basis: in a quadruple-zeta basis the Coulomb integrals and curvatures quoted below shift by up to $0.0005$ Ha (the frozen 6s curvature from 0.3125 to 0.3130 Ha, the relaxed PBE one from 0.2742 to about 0.2738 Ha), while the signs of the kernel elements and the Fock fractions keep their quoted values.

The first-derivative rule holds: the 6s orbital energy and the numerical slope of the frozen energy are both $-0.3828$ Ha. The curvature contributions, in Ha, are as follows.

\begin{center}
\begin{tabular}{lrrrr}
Orbital & $J_{ii}$ & $K_x$ & $K_c$ & $C_i$\\
6s & 0.3467 & $-0.0320$ & $-0.0022$ & 0.3125\\
5d & 0.6549 & $-0.0675$ & $0.0048$ & 0.5922
\end{tabular}
\end{center}

For 6s the sum is $0.3467-0.0320-0.0022=0.3125$ Ha, or 8.50 eV. For 5d, whose occupation is 1, it is 0.5922 Ha, or 16.1 eV. Second differences of the total energy give the same values. The semilocal exchange kernel cancels about a tenth of the self-repulsion in both orbitals, whereas Fock exchange cancels all of it. The larger 5d curvature comes from its larger $J_{ii}$; the kernel terms lower the difference between the two orbitals from 0.308 to 0.280 Ha and leave their ratio near 1.9. The correlation element has opposite signs in the two orbitals, so no general sign should be assigned to it.

With Fock exchange, second differences at these same PBE orbitals vanish to numerical precision. The mixed 6s--5d derivative does not: $0.414-0.019=0.395$ Ha.

For local exchange, the 6s element has magnitude 0.037 Ha, the bound \eqref{eq:bound} is 0.109 Ha, and $J_{ii}$ is 0.347 Ha. Positivity is thus guaranteed for exchange-only local theory at this density. For PBE it follows from the evaluated numbers.

\section{From curvature to the missing straight line}

The curvature at one point is local information. To obtain the departure from the chord, integrate by parts on each half of the interval:
\begin{align}
\int_0^{1/2}fE''\,df&=\tfrac12E'(\tfrac12)-E(\tfrac12)+E(0),\\
\int_{1/2}^1(1-f)E''\,df&=-\tfrac12E'(\tfrac12)+E(1)-E(\tfrac12).
\end{align}
On adding them, the slopes cancel. Multiplication by $-\frac12$ gives
\begin{equation}
\Delta\equiv E(\tfrac12)-\frac{E(0)+E(1)}2=-\frac12\int_0^1\min(f,1-f)\,C(f)\,df .
\label{eq:chord}
\end{equation}
The divergence of Eq.~\eqref{eq:onesite} at $f\to0$ causes no trouble: $f^{-2/3}$ is integrable, and with the weight the integrand vanishes as $f^{1/3}$.

\textbf{Limit.} For constant $C$ the weight integrates to $\frac14$, and $\Delta=-C/8$. For the frozen 6s orbital this estimate is $-0.3125/8=-0.03906$ Ha. The direct energies and the integral \eqref{eq:chord} both give $-0.03905$ Ha. The midpoint curvature therefore represents the weighted average well in this case.

The sign has a physical consequence. Take two such atoms infinitely far apart, sharing one 6s electron of this spin. Half an electron on each costs $2E(\frac12)$; a whole one on either atom costs $E(0)+E(1)$. The difference is $2\Delta=-0.078$ Ha at these frozen orbitals. They are optimal at $f=\frac12$ and so raise $E(0)$ and $E(1)$; with orbitals reoptimized at each occupation the difference is $-0.068$ Ha. In the exact theory the two arrangements have equal energy. Positive curvature favors the spread-out charge.

\section{Mixing in Fock exchange}

A global hybrid replaces a fraction $a$ of semilocal exchange by Fock exchange and keeps semilocal correlation. Its exchange curvature is $-aJ_{ii}+(1-a)K_x$. Adding the Hartree and correlation terms,
\begin{equation}
C_i(a)=(1-a)(J_{ii}+K_x)+K_c .
\label{eq:hybrid}
\end{equation}
At $a=0$ this is the semilocal result; at $a=1$ the correlation element remains. For PBE0, $a=\frac14$, the 6s value is $0.75(0.3147)-0.0022=0.2338$ Ha. A quarter of Fock exchange removes about a quarter of the frozen curvature.

If $J_{ii}+K_x\ne0$, the curvature vanishes at
\begin{equation}
a^*=1+\frac{K_c}{J_{ii}+K_x}.
\end{equation}
For 6s, $a^*=1-0.0022/0.3147=0.993$. For 5d the table gives $1+0.0048/0.5874=1.008$, which is more than full Fock exchange. The frozen condition asks for almost complete Fock exchange, and its solution depends on the orbital.

\section{Letting the orbitals relax}

A practical calculation reoptimizes the orbitals at each $f$. Let $E_{\rm rel}(f)$ be the minimum over orthonormal orbitals at fixed occupations, and let $E_{\rm fr}(f)$ use the orbitals that are optimal at a reference occupation $f_{\rm ref}$. The difference $D=E_{\rm fr}-E_{\rm rel}$ is nonnegative, because frozen orbitals are one trial choice, and $D(f_{\rm ref})=0$. If both curves are smooth, $D$ has a minimum at $f_{\rm ref}$, so
\begin{equation}
D'(f_{\rm ref})=0,\qquad D''(f_{\rm ref})\ge0\quad\Longrightarrow\quad C_{\rm rel}\le C_{\rm fr}.
\label{eq:relax}
\end{equation}
The equality of slopes means that $dE_{\rm rel}/df=\varepsilon_i$ also holds with relaxation. This is Janak's theorem, and it supplies the slope used in Eq.~\eqref{eq:decision}. It holds for Hartree--Fock as well: the frozen slope there is $h_{ii}+\sum_j f_jJ_{ij}-\sum_{j\in\sigma}f_jK_{ij}$, the diagonal element of the Fock operator, which equals $\varepsilon_i$ for self-consistent orbitals. The inequality says that relaxation cannot raise the curvature, as long as the relaxed state is the minimum at fixed occupations. A self-consistent solution that is only a stationary point keeps the equality of slopes, but the argument for the inequality does not cover it.

For the 6s electron of mercury at $f=\frac12$, PBE drops from 0.3125 to 0.2742 Ha, or 7.46 eV. Hartree--Fock drops from zero to $-0.0265$ Ha, or $-0.72$ eV. Differences of orbital energies reproduce both relaxed values. Fock exchange is therefore linear at frozen orbitals and concave here once they relax.

Return to the opening decision and treat the relaxed curvature as constant between Hg$^+$ and Hg. Equation~\eqref{eq:decision} then estimates that the PBE 6s level of neutral mercury lies $7.46/2\simeq3.7$ eV above $E(1)-E(0)$. Its negative underestimates the ionization energy of the same functional by that amount. In Hartree--Fock the estimate has the opposite sign and a size of about 0.4 eV. These errors are relative to each method's own energy difference, not to experiment.

Tuning looks for the balance between the two signs. Consider the family that mixes a fraction $a$ of Fock exchange with $1-a$ of the whole PBE exchange-correlation energy. Its endpoints are the two calculations above. If the relaxed curvature varies continuously with $a$, it has a zero between them, and linear interpolation puts it near
\begin{equation}
a\simeq\frac{0.2742}{0.2742+0.0265}\simeq0.91 .
\end{equation}
This is an estimate for one orbital at one occupation, not a computed optimum. The numerical check following the text covers the frozen and relaxed curvatures on which it rests.

\section*{Computed results}
\begin{verbatim}
Hg, PBE orbitals, spin-down 6s occupation 0.5
basis functions: 43; valence electrons: 19.500
6s orbital energy: -0.38280 Ha; energy slope: -0.38280 Ha
6s self-Coulomb J: 0.34672 Ha
6s PBE kernel: exchange -0.03203, correlation -0.00217 Ha
6s PBE curvature: kernel 0.31251, differences 0.31251 Ha
6s PBE curvature: 8.504 eV
6s local-exchange curvature: 0.30980, differences 0.30980 Ha
6s PBE0 curvature: 0.23384, differences 0.23384 Ha
6s Fock curvature from differences: 1.9e-12 Ha (magnitude)
5d self-Coulomb J: 0.65488 Ha
5d PBE kernel: exchange -0.06751, correlation 0.00483 Ha
5d PBE curvature: kernel 0.59220, differences 0.59220 Ha
5d PBE curvature: 16.115 eV
5d local-exchange curvature: 0.59669, differences 0.59669 Ha
5d PBE0 curvature: 0.44536, differences 0.44536 Ha
5d Fock curvature from differences: 3.6e-11 Ha (magnitude)
6s local-exchange kernel: -0.03691 Ha; bound on magnitude: 0.10892 Ha
6s-5d Coulomb: 0.41424 Ha; exchange: 0.01908 Ha
6s-5d mixed Fock derivative from differences: 0.39515 Ha
PBE midpoint minus chord: -0.03905 Ha; from curvature: -0.03905 Ha
constant-curvature estimate -C/8: -0.03906 Ha
Fock fraction for zero frozen 6s curvature: 0.9931
PBE relaxed 6s curvature: 0.27424 Ha = 7.462 eV
PBE same from orbital energies: 0.27424 Ha
Hartree-Fock relaxed 6s curvature: -0.02650 Ha = -0.721 eV
Hartree-Fock same from orbital energies: -0.02650 Ha
1s density: J 0.62500 Ha; local-exchange kernel at f=1 -0.11913 Ha
1s curvature at f=1: 0.50587 Ha; sign change at f = 0.08321
1s curvature at f=0.04161: -0.36712 Ha
fewest distant sites with negative curvature at f=1: 13
curvature for 13 sites: -0.002587 Ha; for 12: 0.000050 Ha
\end{verbatim}
